\section*{Gapped and gapless commensurate twisted bilayers: the role of sublattice exchange}

\section{Which rotations, and which two classes?}

\textbf{Q.} Two graphene layers turned by a commensurate angle share a supercell. Why should such structures fall into just two classes?

\textbf{A.} Fix the axis first: it passes through an atom A1 of layer 1 lying over an atom A2 of layer 2. Write plane vectors as complex numbers, with $\mathbf k\cdot\mathbf r=\mathrm{Re}(k^*r)$. Let $\omega=e^{2\pi i/3}$, and let $\mathbb Z[\omega]$ be the numbers $m+n\omega$ with integer $m,n$. Layer 1 has A atoms on $L_1=a\mathbb Z[\omega]$ and B atoms displaced by $\tau=ia/\sqrt3$; layer 2 is the same pattern times $e^{i\theta}$.

A common nonzero lattice vector makes $e^{i\theta}$ a ratio of two such numbers. Cancel common factors:
\begin{equation}
e^{i\theta}=p/q,\qquad |p|=|q|,\qquad p,q\ \text{coprime in }\mathbb Z[\omega].
\end{equation}
A common vector $ax=(p/q)ay$ obeys $qx=py$, so $p$ divides $x$. Coprimality also lets combinations of $p$ and $q$ produce 1. Hence
\begin{equation}
L_1\cap L_2=pa\mathbb Z[\omega],\qquad L_1+L_2=(a/q)\mathbb Z[\omega].
\label{eq:lattices}
\end{equation}
Now take $\lambda=1-\omega$, for which $|\lambda|^2=3$. Since $\omega\equiv1$ modulo $\lambda$, the number $x=m+n\omega$ has residue $[x]=m+n$ modulo 3. Also $|x|^2=m^2-mn+n^2\equiv[x]^2$ modulo 3. If $\lambda$ divided $p$, then 3 would divide $|p|^2=|q|^2$ and $\lambda$ would divide $q$ too, against coprimality. Both residues are therefore $\pm1$, and either $p\equiv q$ or $p\equiv-q$.

\textbf{Q.} That is arithmetic. What does it say about atoms?

\textbf{A.} B1 meets B2 somewhere if $e^{i\theta}\tau-\tau$ lies in $L_1+L_2$. With $\tau=-\omega^2a/\lambda$,
\begin{equation}
e^{i\theta}\tau\mp\tau=-\omega^2\,\frac aq\,\frac{p\mp q}{\lambda}.
\end{equation}
The upper sign gives a member of $L_1+L_2$ when $p\equiv q$. This is the even class: A and B both have coincidences and can be exchanged. The lower sign does so when $p\equiv-q$; then B2 meets $-\tau$, a hexagon centre of layer 1. This is the odd class, with the site pattern of Bernal stacking.

\section{Which states can couple?}

\textbf{Q.} A few coincident atoms in a large cell seem too little to decide a spectrum.

\textbf{A.} Symmetry decides it. Put $K=4\pi/(3a)$ on the real axis. On a lattice vector $ax$ the phase is $e^{iK\cdot ax}=\omega^{-[x]}$. On a common vector $apz=e^{i\theta}aqz$, layer 1 at $K$ has phase $\omega^{-[p][z]}$ and layer 2 at $K_2=e^{i\theta}K$ has $\omega^{-[q][z]}$. Thus $K$ couples to $K_2$ in even cells and to $-K_2$ in odd cells.

Next rotate by $120^\circ$ about the A1--A2 axis. A Bloch state at $K$ acquires the factor $e^{i(\omega K-K)\cdot r}$. It is 1 on A sites. On B sites it is
\begin{equation}
e^{i(\omega K-K)\cdot\tau}=e^{iKa/2}=\omega .
\end{equation}
At $-K$ the B factor is $\omega^*$. The same holds in layer 2. States with different factors cannot mix, so the interlayer block, rows (A1,B1) and columns (A2,B2), is
\begin{equation}
T_{\rm even}=\begin{pmatrix}T_{AA}&0\\0&T_{BB}\end{pmatrix},\qquad
T_{\rm odd}=\begin{pmatrix}T_{AA}&0\\0&0\end{pmatrix}.
\label{eq:T}
\end{equation}

\textbf{Q.} Why should the two even entries be equally strong?

\textbf{A.} Let $R_B$ be a B1--B2 coincidence. The half-turn $r\to R_B-r$ about a vertical axis exchanges A and B in both layers and sends $K$ to $-K$. Without magnetic field or spin--orbit coupling the Hamiltonian is real, and complex conjugation restores $K$. Apart from phases of the basis, $T_{BB}=T_{AA}^*$, so $|T_{AA}|=|T_{BB}|=V$, and A and B have equal energies.

A half-turn about an in-plane axis, $r\to-e^{i\theta}r^*$, exchanges the layers and preserves the sublattice labels. It makes A1 and A2 equal in energy, and likewise B1 and B2, in both classes.

\section{Does the even class really have a gap?}

\textbf{Q.} AA stacking is even and has no gap. Where does the twist enter?

\textbf{A.} Through a phase. For in-plane hopping $-t_\pi$ along the bonds $\omega^j\tau$, whose phases at $K$ are $\omega^{-j}$, expansion in a small $k$ measured from $K$ gives
\begin{align}
h_{AB}&=-t_\pi\sum_{j=0}^{2}\omega^{-j}\,\frac i2\left(k^*\omega^j\tau+k\,\omega^{-j}\tau^*\right)\nonumber\\
&=-\frac{3i}{2}t_\pi\tau k^*=vk^*,\qquad v=\frac{\sqrt3}{2}at_\pi .
\end{align}
The second term vanishes because $\sum_j\omega^{-2j}=0$; $\hbar$ is absorbed in $v$. In layer 2, $k$ becomes $e^{-i\theta}k$, so the element is $ve^{i\theta}k^*$. Absorb the phases of $T_{AA}$ and $T_{BB}$ in the layer-2 basis, and the phase of $k$ in both B states. With $x=v|k|$,
\begin{equation}
H=\begin{pmatrix}h_1&V\\V&h_2\end{pmatrix},\quad
h_1=x\begin{pmatrix}0&1\\1&0\end{pmatrix},\quad
h_2=x\begin{pmatrix}0&e^{i\alpha}\\e^{-i\alpha}&0\end{pmatrix},
\end{equation}
where $\alpha=\theta-\arg(T_{BB}/T_{AA})$. Since $h_1^2=h_2^2=x^2$,
\begin{equation}
H^2=\begin{pmatrix}x^2+V^2&V(h_1+h_2)\\V(h_1+h_2)&x^2+V^2\end{pmatrix}.
\end{equation}
The off-diagonal element of $h_1+h_2$ is $x(1+e^{i\alpha})$, of modulus $2x|\cos(\alpha/2)|$. Therefore
\begin{equation}
E^2=x^2+V^2\pm2Vx\cos(\alpha/2).
\label{eq:even}
\end{equation}
Each value of $E^2$ occurs twice. The matrix $\mathrm{diag}(1,-1,-1,1)$ anticommutes with $H$, so both signs of $E$ occur. With $c=|\cos(\alpha/2)|$ the lower branch is $(x-Vc)^2+V^2(1-c^2)$, and
\begin{equation}
E_{\rm gap}=2V|\sin(\alpha/2)|\quad\text{at}\quad v|k|=V|\cos(\alpha/2)|.
\label{eq:gap}
\end{equation}

\textbf{Q.} So the gap is not at the Dirac point?

\textbf{A.} At the Dirac point the splitting is $2V$; the smaller true gap lies on a ring around it. For $\alpha=0$ the gap closes: these are the two energy-shifted cones of AA stacking. There a vertical mirror plane, combined with complex conjugation, reverses $\alpha$ and restricts it to 0 or $\pi$. The twisted cell has no such mirror, and its half-turns leave $\alpha$ unchanged. Nothing forces $\alpha=0$, which is the sense in which even structures are generically gapped.

\section{Why do odd structures stay gapless?}

\textbf{Q.} Could a better treatment of the coupling open a small gap there too?

\textbf{A.} Not while the threefold axis and the layer exchange survive and the A and B energies differ by less than $V$. B1 and B2 have equal energy and different rotation factors, $\omega$ and $\omega^*$, so at the Dirac point they stay degenerate and unmixed.

For the dispersion, layer 2 is now expanded about $-K_2$. The bond phases are conjugated, the other term of the sum survives, and $h_{2,AB}=-ve^{-i\theta}k$. The states form an open chain B1--A1--A2--B2 with couplings of size $x,V,x$, whose phases can all be removed. Let A states lie $\Delta$ above B states. Sums and differences of the two layers give
\begin{equation}
\begin{pmatrix}\Delta\pm V&x\\x&0\end{pmatrix},\qquad
E=\frac{\Delta\pm V}{2}+s\sqrt{\left(\frac{\Delta\pm V}{2}\right)^2+x^2},\quad s=\pm1 .
\label{eq:odd}
\end{equation}
From $E^2-(\Delta\pm V)E-x^2=0$, the roots that vanish with $x$ are
\begin{equation}
E\simeq-\frac{v^2|k|^2}{\Delta\pm V}.
\end{equation}
For $|\Delta|<V$ one band bends up and the other down, and they touch at neutrality. For $|\Delta|>V$ both bend the same way and the touching leaves neutrality, where a gap $|\Delta|-V$ opens between the A and B bands. For $\Delta=0$ the result is the Bernal form $\pm v^2|k|^2/V$.

\textbf{Q.} Is it quadratic right down to $k=0$?

\textbf{A.} In general, no. Eliminating the A states gives a B1--B2 element proportional to $h_{B1,A1}h_{A2,B2}\propto k^2$. Under $k\to\omega k$ it acquires $\omega^2=\omega^*$, and so does $k^*$. Symmetry therefore also allows a term $wk^*$. For $|\Delta|\ll V$ and along directions where the two terms oppose each other, the energy is $w|k|-v^2|k|^2/V$, with maximum
\begin{equation}
E_w=\frac V4\left(\frac wv\right)^2\quad\text{at}\quad |k|=\frac{wV}{2v^2}.
\end{equation}
Below this scale the quadratic law fails, although the touching at $k=0$ remains.

\section{Is parity a property of the angle?}

\textbf{Q.} Then I can read the class from the twist angle alone?

\textbf{A.} Only with the axis fixed as above. Slide layer 2 by $-e^{i\theta}\tau$, so that a B2 atom covers A1. Seen from that atom, layer 2 is the original pattern turned by a further $180^\circ$. This replaces $p$ by $-p$ and turns even into odd.

Slides in $L_1+L_2$ merely reproduce the structure. That lattice has spacing $a/|q|$, and the required slide ends at the centre of one of its triangles. The shortest equivalent slide is thus $a/(\sqrt3|q|)$. Slides that end neither on a point of this lattice nor at a triangle centre give structures in neither class.

\section{How large are the effects?}

\textbf{Q.} Give me numbers for a real case.

\textbf{A.} Take twisted bilayer graphene with 28 atoms per cell: $p=3+\omega$, $q=3+\omega^2$, both of residue 1, so $\theta=38.2^\circ$ is even. An extra $-60^\circ$ changes the sign of one residue, and $-21.8^\circ$ is odd. The parameters are rough typical ones: $a=0.246$ nm, $d_0=0.335$ nm, $t_\pi=2.7$ eV between nearest neighbours in a layer, and, with bond length $b=a/\sqrt3$ and $r^2=\rho^2+d^2$, the interlayer hopping
\begin{equation}
t(\rho)=t_\sigma e^{(d_0-r)/r_0}\frac{d^2}{r^2}-t_\pi e^{(b-r)/r_0}\left(1-\frac{d^2}{r^2}\right),
\end{equation}
where $\rho$ is the in-plane distance, $d=d_0$, $t_\sigma=0.48$ eV and $r_0=0.0453$ nm.

\textbf{Q.} What does first-order theory predict?

\textbf{A.} Let $t(Q)$ be the Fourier integral of $t(\rho)$ divided by the area of a graphene cell. Summing over both lattices retains momenta equivalent to the Dirac point of each layer:
\begin{equation}
T_{\alpha\beta}=\sum_{Q=K+G_1=K_2+G_2}t(Q)\,e^{iG_1\cdot\tau_\alpha-iG_2\cdot\tau_\beta},
\end{equation}
with $\tau_\alpha,\tau_\beta$ the sublattice positions in their own layers. The points equivalent to $K$ are $Kx$ with $[x]=1$, so the common ones are $Q=Kpz$ with $[z]=1$. The shortest are $z=1,\omega,\omega^2$, with $|Q|=\sqrt7K$. Numerical integration gives $t(\sqrt7K)=0.0617$ meV, hence $V=3\times0.0617=0.185$ meV. The odd cell has the same first-order $V$.

Since $K\cdot\tau=K_2\cdot e^{i\theta}\tau=0$, the phase of $T_{BB}/T_{AA}$ is $Q\cdot(\tau-e^{i\theta}\tau)$. For $Q=Kp$ it is $2\pi/3-(-2\pi/3)=4\pi/3$, or $-120^\circ$. Thus $\alpha=38.2^\circ+120^\circ=158.2^\circ$ and the gap is $2(0.185)\sin79.1^\circ=0.363$ meV.

\textbf{Q.} May one trust first order here?

\textbf{A.} No. I diagonalized the full 28-site Hamiltonian at $K$, took its four states nearest neutrality, and rotated them to lie as close as possible to the layer Dirac states. The matrix elements of $H$ and its $k$-derivative then define effective $V,v,\Delta,w$ and $\alpha$, the last including any phases acquired by the velocities. The symmetry arguments still apply, but the numbers change:
\begin{center}
\begin{tabular}{lcc}
 & even & odd\\
$V$ (meV) & 2.86 & 3.13\\
$v$ (eV nm) & 0.568 & 0.568\\
$|\alpha|$ & $31.9^\circ$ & --\\
$\Delta$ (meV) & -- & $-0.0027$
\end{tabular}
\end{center}
The even coupling is about 15 times its first-order value. An electron that changes layer must hop an odd number of times, so the corrections begin with three interlayer hops through other momenta. The third-order term alone gives 2.91 meV. It needs both $t(K)=111$ meV and $t(2K/\sqrt7)=241$ meV, each far larger than $t(\sqrt7K)$; $t(K)$ alone cannot conserve momentum over the three hops, and removing either component returns $V$ to about 0.18 meV.

Equation~(\ref{eq:gap}) gives $2(2.86)\sin15.96^\circ=1.57$ meV, or $5.77\times10^{-5}$ hartree. Minimizing the 28-site gap along a line from $K$ also gives 1.57 meV, at $|k|=0.0048$ nm$^{-1}$. The splitting at the Dirac point itself is 5.71 meV.

In the odd cell $|\Delta|\ll V$, so the touching is at neutrality. Between $v|k|=0.05V$ and $0.1V$ the numerical splitting grows as a power of $|k|$ between 1.96 and 2.02, depending on direction. With $w/v=0.0020$, the warping energy is only 3.2 neV.

\textbf{Q.} Would a device show this?

\textbf{A.} The lattice constant and spacing are close to graphene's; the hopping law is less certain. The model omits electron interactions, lattice relaxation and disorder, so 1.57 meV is a model value. It equals $k_BT$ at 18 K, while $k_BT$ at 300 K is 25.9 meV. Reducing $d$ by 2\%, with angle, registry and hopping parameters fixed, raises the gap to 2.63 meV; lowering $t_\sigma$ by 10\% instead, with all else fixed, reduces it to about 1.1 meV. Shortening the interlayer cutoff from 1.6 to 1.2 nm changes it by less than $10^{-9}$ meV. So small a change is partly luck: the hopping law passes through zero near 1.19 nm, and the change grows quickly for shorter cutoffs: about $4\times10^{-5}$ meV at 0.9 nm, 0.01 meV at 0.7 nm, 0.13 meV at 0.57 nm and 0.7 meV at 0.43 nm.

Registry is the severe condition: a slide of 0.054 nm turns the even cell into the odd one. A small angle error $\delta\theta$ produces that slide over a distance $0.054\,\mathrm{nm}/\delta\theta$, about 31 nm for $0.1^\circ$. The ring's inverse wavevector is about 207 nm, so such a sample would average over different registries, and the uniform-cell gap could not be assumed.

The odd touching is fragile in another way. A potential-energy difference of 3.13 meV between layers breaks their exchange symmetry and opens a numerical gap of about 2.2 meV. Across 0.335 nm this corresponds to an unscreened field of 0.093 MV/cm. An observed gap by itself therefore does not establish even parity.

Numbers in the example were calculated in double precision.
